# Overlay error from the asymmetries of two oppositely biased gratings

## Question

Overlay is the lateral displacement of one patterned layer relative to another, measured from the intended position. It can be read from light diffracted by a target in which a grating in the upper layer lies over a grating of the same pitch $P$ in the lower layer.

A target has two such pads. In the design, the upper grating is displaced by $+d$ on the first pad and by $-d$ on the second, with $d=20$ nm. An unknown overlay error $e$ adds to both, so the total displacements of the upper grating relative to the lower one are

$$
s_+=e+d,\qquad s_-=e-d .
$$

Displacements are positive along $+x$, the direction perpendicular to the grating lines. Each pad is illuminated at normal incidence, and the intensities $I_{+1}$ and $I_{-1}$ of the two first diffraction orders are recorded. The asymmetry is

$$
A=\frac{I_{+1}-I_{-1}}{I_{\rm ref}},
$$

where $I_{\rm ref}$ is one reference intensity used for both pads. The measured values are $A_+=0.06$ on the pad with bias $+d$ and $A_-=-0.04$ on the pad with bias $-d$. Treat these values as free of rounding error.

**(a)** Treat both gratings as thin, with mirror-symmetric lines, and add their diffracted fields. Find how $A$ depends on the displacement $s$, and state when the dependence is linear.

**(b)** Assume the linear law $A=Ks$ with the same slope $K$ on both pads. Derive $e$ in terms of $d$, $A_+$ and $A_-$, and evaluate it.

**(c)** What happens to the result if the two bias labels are exchanged? What happens if the orders $+1$ and $-1$ are exchanged on both pads? What do the signs of $A_+$ and $A_-$ say about the size of $e$?

**(d)** Find the effect on $e$ of an equal asymmetry offset of 0.001 on both pads, of small independent errors in the two asymmetries, and of unequal slopes.

**(e)** The pitch is 600 nm. Replace the linear law by the result of part (a), find the corrected overlay, and explain the sign and the pitch dependence of the correction.

## Model answers

### (a) From displacement to asymmetry

In the thin-grating model each layer multiplies the incident field by a reflection profile, and the two reflected fields add. Multiple scattering between the layers and shading of the lower grating by the upper one are left out. Let $u(x)$ and $l(x)$ be the real profiles of the upper and lower gratings, each symmetric about $x=0$, and let $\varphi$ be the phase of the lower reflection relative to the upper. The reflected field is proportional to

$$
r(x)=u(x-s)+e^{i\varphi}\,l(x).
$$

The amplitude of order $m$ is the Fourier coefficient

$$
c_m=\frac1P\int_0^P r(x)\,e^{-2\pi i m x/P}\,dx .
$$

In the upper-grating term, put $x=x'+s$. The exponential then supplies a factor $e^{-2\pi i m s/P}$, and the remaining integral, taken over one full period, is the coefficient of the undisplaced grating. Because $u$ and $l$ are real and even, their coefficients are real and equal for $m=+1$ and $m=-1$. Call them $a$ and $b$. With $\theta=2\pi s/P$,

$$
c_{\pm1}=a\,e^{\mp i\theta}+b\,e^{i\varphi}.
$$

The intensity is the squared modulus:

$$
\begin{aligned}
I_{\pm1}&=a^2+b^2+ab\left[e^{\mp i\theta}e^{-i\varphi}+e^{\pm i\theta}e^{i\varphi}\right]\\
&=a^2+b^2+2ab\cos(\varphi\pm\theta).
\end{aligned}
$$

The terms $a^2+b^2$ cancel in the difference. Since $\cos(\varphi+\theta)-\cos(\varphi-\theta)=-2\sin\varphi\sin\theta$,

$$
I_{+1}-I_{-1}=-4ab\sin\varphi\sin\theta .
$$

Hence

$$
A=S\sin\frac{2\pi s}{P},\qquad S=-\frac{4ab\sin\varphi}{I_{\rm ref}} .
$$

For $|2\pi s/P|\ll1$ the sine may be replaced by its argument, which gives

$$
A\simeq Ks,\qquad K=\frac{2\pi S}{P}.
$$

The asymmetry vanishes at $s=0$, where the stack is mirror symmetric and the two orders are equivalent. It also vanishes for every $s$ if $\sin\varphi=0$. The intensities are then even in $\theta$, and the displacement leaves no difference between the orders. A usable signal therefore needs both gratings to diffract and a suitable phase between them. The sign of $K$ depends on that phase and is not known in advance.

The common reference intensity matters. The sum of the two orders is

$$
I_{+1}+I_{-1}=2(a^2+b^2)+4ab\cos\varphi\cos\theta ,
$$

which in general varies with displacement at order $\theta^2$. Dividing each pad by its own sum would keep the linear law at leading order but, unless $\cos\varphi=0$, would change the correction found in part (e).

### (b) The overlay error

The linear law applied to the two pads gives

$$
A_+=K(e+d),\qquad A_-=K(e-d).
$$

One pad supplies one equation for the two unknowns $K$ and $e$, so it cannot tell a large displacement with a weak signal from a small displacement with a strong one. The second pad removes this ambiguity.

Subtracting the equations eliminates $e$:

$$
A_+-A_-=2Kd
\quad\Longrightarrow\quad
K=\frac{A_+-A_-}{2d}.
$$

Adding them eliminates $d$:

$$
A_++A_-=2Ke .
$$

Dividing the sum by the difference cancels $2K$, provided $K\neq0$, and leaves $e/d$. Therefore

$$
e=d\,\frac{A_++A_-}{A_+-A_-}.
$$

With the measured values, keeping the negative sign of $A_-$,

$$
\begin{aligned}
A_++A_-&=0.06+(-0.04)=0.02,\\
A_+-A_-&=0.06-(-0.04)=0.10,\\
e&=20\ \text{nm}\times\frac{0.02}{0.10}=4\ \text{nm}.
\end{aligned}
$$

This is 0.0040 micrometre. The positive sign means that the upper grating is displaced along $+x$, the direction of the positive bias.

The slope is $K=0.10/(2\times20\ \text{nm})=0.0025$ per nm. Substitution checks the solution. The total displacements are $4+20=24$ nm and $4-20=-16$ nm, and

$$
0.0025\times24=0.06,\qquad 0.0025\times(-16)=-0.04 .
$$

The same result can be read from a graph of asymmetry against designed bias. The straight line through the two measured points has the value $Ke=0.01$ at zero bias, and it crosses zero at a bias of $-4$ nm. At that bias the design would cancel the overlay error, so the error itself is $+4$ nm.

### (c) Signs and special cases

Exchanging the bias labels exchanges $A_+$ and $A_-$ in the formula. The sum is unchanged and the difference changes sign, so the reported overlay becomes $-4$ nm. Its magnitude is right, but a correction based on it would move the layer the wrong way.

Exchanging the diffraction orders on both pads changes the sign of both asymmetries. The sum and the difference both change sign, and their ratio does not. The slope becomes negative while the overlay remains $+4$ nm. This is why the sign of $K$ need not be known beforehand.

The signs of the data also limit the size of the error. In the linear law,

$$
A_+A_-=K^2(e+d)(e-d)=K^2(e^2-d^2).
$$

Opposite signs, as here, mean $|e|<d$. Equal signs mean $|e|>d$. If $e=0$, the asymmetries are equal and opposite. If $e=d$, then $A_-=0$, because the bias on that pad cancels the overlay error. If the two asymmetries are equal, the difference is zero; in the linear law this means $K=0$, and the target carries no overlay information.

### (d) Errors in the asymmetries and in the slope

**Common offset.** Suppose that both pads have an additional asymmetry $A_0$, for instance because the grating lines are not mirror symmetric. In the thin-grating model with real profiles such an asymmetry adds a term proportional to $\cos\theta$, which is nearly constant wherever the linear law holds. Then

$$
A_\pm=K(e\pm d)+A_0 .
$$

The difference is still $2Kd$, so the inferred slope is unaffected. The sum becomes $2Ke+2A_0$, and the formula returns

$$
e_{\rm read}=d\,\frac{2Ke+2A_0}{2Kd}=e+\frac{A_0}{K}.
$$

For $A_0=0.001$ the shift is $0.001/0.0025=0.4$ nm. Adding this offset to the given data changes the reading from 4.0 to 4.4 nm, which is 10% of the original reading.

More pads with other biases do not cure this within the linear law. A pad with bias $D$ gives $A=KD+(Ke+A_0)$. The overlay and the offset enter through the same combination for every $D$, so the offset has to be found or bounded by other means.

**Independent errors.** Differentiating the formula for $e$ with respect to each asymmetry gives

$$
\frac{\partial e}{\partial A_+}=\frac{-2dA_-}{(A_+-A_-)^2},\qquad
\frac{\partial e}{\partial A_-}=\frac{2dA_+}{(A_+-A_-)^2}.
$$

Inserting $A_\pm=K(e\pm d)$ and $A_+-A_-=2Kd$ turns these into

$$
\frac{\partial e}{\partial A_+}=\frac{d-e}{2Kd},\qquad
\frac{\partial e}{\partial A_-}=\frac{d+e}{2Kd}.
$$

Here $d-e=16$ nm and $d+e=24$ nm, so for equal absolute errors the result is more sensitive to $A_-$, the smaller signal. Equal relative errors have effects of the same size and opposite sign, because $A_+\,\partial e/\partial A_+=-A_-\,\partial e/\partial A_-$. The two derivatives add to $1/K$, in agreement with the effect of a common offset. A steeper slope reduces both sensitivities.

**Unequal slopes.** Let the slopes be $K(1+\eta)$ on the first pad and $K(1-\eta)$ on the second, with $|\eta|\ll1$. Then

$$
\begin{aligned}
A_++A_-&=K\left[(1+\eta)(e+d)+(1-\eta)(e-d)\right]=2K(e+\eta d),\\
A_+-A_-&=K\left[(1+\eta)(e+d)-(1-\eta)(e-d)\right]=2K(d+\eta e).
\end{aligned}
$$

To first order in $\eta$, the formula returns

$$
e_{\rm read}=d\,\frac{e+\eta d}{d+\eta e}
\simeq e+\eta\left(d-\frac{e^2}{d}\right).
$$

Even a perfectly aligned target would then show an apparent overlay $\eta d$. The assumption of equal slopes requires the two pads to match in line shape, layer thickness and illumination closely enough for this term to be negligible.

### (e) The correction at finite pitch

Write $q=2\pi/P$. The result of part (a) gives $A_\pm=S\sin(qe\pm qd)$. The addition formula for the sine yields

$$
\begin{aligned}
A_++A_-&=2S\sin(qe)\cos(qd),\\
A_+-A_-&=2S\cos(qe)\sin(qd).
\end{aligned}
$$

Their ratio no longer contains $S$:

$$
\frac{A_++A_-}{A_+-A_-}=\frac{\tan(qe)}{\tan(qd)} .
$$

For $d<P/4$ and $|e|<P/4$, the inverse tangent then gives

$$
e=\frac{P}{2\pi}\arctan\left[\tan\left(\frac{2\pi d}{P}\right)\frac{A_++A_-}{A_+-A_-}\right].
$$

The restriction on $e$ is needed because the tangent repeats when $e$ changes by $P/2$. Such a change reverses both asymmetries and leaves their ratio the same.

For the given data and $P=600$ nm,

$$
e=\frac{600\ \text{nm}}{2\pi}\arctan\left[0.2\,\tan\left(\frac{2\pi\times20}{600}\right)\right]=4.057\ \text{nm}.
$$

The sine law thus raises the linear reading by 0.057 nm, or about 1.4% of that reading. The third decimal serves to compare the two laws applied to the same data. It is not a claim about the accuracy of a real target, for which the thin-grating model may itself be inadequate.

The sign of the correction follows from $\tan z\simeq z+z^3/3$. If the true overlay is $e$, the linear formula returns

$$
e_{\rm lin}=d\,\frac{\tan(qe)}{\tan(qd)}
\simeq e\,\frac{1+q^2e^2/3}{1+q^2d^2/3}
\simeq e\left[1-\frac{q^2(d^2-e^2)}{3}\right].
$$

For $|e|<d$ the bracket is less than one, so the linear formula underestimates the magnitude of the overlay. The leading error is proportional to $q^2$, and hence to $1/P^2$.

A forward calculation tests this reasoning. It starts from a known overlay of 4 nm and obtains the first-order amplitudes by numerical integration over the grating lines. The model parameters are line strengths of 0.30 and 0.02 for the upper and lower gratings, a relative phase of $-60$ degrees, and lines half a pitch wide. The reference is the first-order intensity at zero displacement.

At 600 nm pitch the asymmetries are 0.0536 and $-0.0360$. The linear formula returns 3.944 nm and the sine formula 4.000 nm. At 6000 nm pitch the linear formula returns 3.9994 nm. The tenfold increase in pitch reduces the linearity error by a factor of about one hundred, as the expansion predicts.

The longer pitch has a cost. The asymmetry at positive bias falls from 0.0536 to 0.0054, because $K=2\pi S/P$ and $S$ is the same for both pitches in this model. A fixed offset $A_0$ would then cause an overlay shift $A_0/K$ about ten times larger. Within this model it is therefore preferable to keep the stronger signal of the short pitch and use the sine formula. The numerical output gives the values for both pitches. Three limits apply to a real target. At normal incidence the first orders propagate away from the target only if the pitch exceeds the wavelength in the surrounding medium. If a gap separates the gratings, the phase $\varphi$ also depends on the diffraction angle and hence on the pitch, so a shorter pitch does not always give a steeper slope. If the gratings are not thin, multiple scattering adds harmonics such as $S_2\sin2\theta$ to $A$. With this term $A\simeq(S+2S_2)\theta-(S+8S_2)\theta^3/6$, and the leading error of the linear formula is multiplied by $(S+8S_2)/(S+2S_2)$. For $-1/2<S_2/S<-1/8$ this factor is negative, and the sine formula moves the reading the wrong way. The size and sign of the correction found here therefore hold only where the thin-grating law does.

## Computed results

```
GIVEN DATA AND LINEAR SOLUTION
bias magnitude d: 20.0 nm
asymmetry at +d: 0.060 (dimensionless)
asymmetry at -d: -0.040 (dimensionless)
sum of asymmetries: 0.020 (dimensionless)
difference of asymmetries: 0.100 (dimensionless)
slope K: 0.00250 per nm
product K*overlay: 0.0100 (dimensionless)
overlay error, linear law: 4.000 nm
overlay error, converted: 0.0040 micrometre
total displacement at +d: 24.000 nm
total displacement at -d: -16.000 nm
asymmetry recomputed at +d: 0.060 (dimensionless)
asymmetry recomputed at -d: -0.040 (dimensionless)
SIGNS AND OFFSET
overlay with bias labels exchanged: -4.000 nm
overlay with both signals reversed: 4.000 nm
assumed common offset: 0.0010 (dimensionless)
overlay read with this offset added: 4.400 nm
overlay shift from offset: 0.400 nm
SAME DATA READ WITH THE SINE LAW
chosen pitch: 600.0 nm
overlay error, sine law: 4.057 nm
sine minus linear reading: 0.057 nm
FORWARD TEST WITH INTEGRATED GRATING AMPLITUDES
upper line strength: 0.30 (dimensionless)
lower line strength: 0.02 (dimensionless)
lower grating phase: -60.0 degrees
overlay put into model: 4.000 nm
pitch 600 nm, asymmetry at +d: 0.05362
pitch 600 nm, asymmetry at -d: -0.03596
pitch 600 nm, linear reading: 3.9436 nm
pitch 600 nm, sine reading: 4.0000 nm
pitch 6000 nm, asymmetry at +d: 0.00542
pitch 6000 nm, asymmetry at -d: -0.00361
pitch 6000 nm, linear reading: 3.9994 nm
pitch 6000 nm, sine reading: 4.0000 nm
```
